# Why Negative Electron Affinities Drift to Zero, and an Anion-Free Hardness Estimate

**Q.** I want the chemical hardness of N$_2$, so I computed the neutral, the cation and the anion. The affinity came out negative, and it moves towards zero each time I add diffuse functions. Which basis should I believe?

**A.** None of them, for the affinity. Let me fix the definitions. At fixed nuclei, with $E_N$ the energy of the neutral,

$$I=E_{N-1}-E_N,\qquad A=E_N-E_{N+1},\qquad \eta=I-A .$$

Some people put a factor $1/2$ in $\eta$; I do not. Energies are in hartree unless I say otherwise. A negative $A$ means that your anion lies above the neutral, and a variational calculation then has a way to lower its energy: it can let the electron leave.

**Q.** Can you show that leaving is cheap?

**A.** Take Hartree-Fock first. Keep the $N$ occupied orbitals of the neutral and add one electron in an orbital $a$ orthogonal to them. A determinant has energy $\sum_i h_{ii}+\frac12\sum_{ij}(J_{ij}-K_{ij})$, with $h$ the one-electron operator, $J$ and $K$ the Coulomb and exchange integrals, and $K_{ij}=0$ for opposite spins. The new terms are

$$h_{aa}+\sum_{j}(J_{aj}-K_{aj})+\tfrac12(J_{aa}-K_{aa})=F_{aa}.$$

The factor $\frac12$ has gone from the middle term because each pair $(a,j)$ occurs twice. The last term vanishes because $J_{aa}=K_{aa}$. What remains is the expectation value of the neutral's Fock operator $F$.

Now let $a$ be a broad Gaussian $g=(2\alpha/\pi)^{3/4}e^{-\alpha r^2}$. It is the ground state of an oscillator of frequency $2\alpha$, with energy $\frac32(2\alpha)$, half of it kinetic. The kinetic energy is therefore $\frac32\alpha$.

The interaction is smaller still. For a spherical $g^2$ only the spherical average of the molecule's electrostatic potential counts, and for a neutral molecule this average vanishes outside the charge cloud. The remainder is proportional to $g(0)^2\propto\alpha^{3/2}$. Exchange also contains $g$ twice at the molecule, and so do the corrections that make $g$ orthogonal to the occupied orbitals. Hence

$$E_{N+1}\le E_N+\tfrac32\alpha+O(\alpha^{3/2}),$$

and $\alpha$ can be as small as the basis allows. The same counting holds for the exact energy, with the exact neutral state in place of its determinant. If no anion state lies below $E_N$, the infimum of the $(N+1)$-electron energy is therefore $E_N$ itself, and the computed $A$ rises to zero.

**Q.** Do my numbers behave like that?

**A.** For N$_2$ at 1.10 Å in Hartree-Fock they do. If $a$ is the LUMO, then $F_{aa}=\varepsilon_{\rm LUMO}$, and relaxing the orbitals can only lower the anion, so $-A\le\varepsilon_{\rm LUMO}^{\rm HF}$. I list this bound together with $t_{\min}$, the lowest kinetic energy of one electron in the basis, which knows nothing of the molecule's potential.

| Basis | $-A$ | $\varepsilon_{\rm LUMO}^{\rm HF}$ | $t_{\min}$ |
|---|---|---|---|
| cc-pVDZ | 0.1376 | 0.1744 | 0.2552 |
| aug-cc-pVDZ | 0.1035 | 0.1038 | 0.0704 |
| aug + p(0.01) | 0.0244 | 0.0244 | 0.0233 |
| aug + p(0.01, 0.001) | 0.0025 | 0.0025 | 0.0025 |

Each anion calculation starts from the LUMO. In aug-cc-pVDZ this leads to a diffuse $\sigma_u$ state at 0.1035, while the $\pi^*$ anion lies slightly lower, at 0.1019; once the p function with exponent 0.01 is added, the diffuse state is the lower one. The numbers in brackets are exponents. A p Gaussian is the first excited oscillator state, so its kinetic energy is $\frac12\cdot\frac52(2\alpha)=\frac52\alpha$, which is 0.0025 for $\alpha=0.001$. That is your "affinity" in the last row, with its sign reversed: a property of the exponent you chose. In electronvolts, $A$ has gone from $-3.75$ to $-0.07$.

The agreement with $t_{\min}$ need not hold for a strongly polar molecule. A dipole potential falls as $1/r^2$ and can mix s and p functions with an energy that scales as $\alpha$, like the kinetic energy. The upper bound from the s Gaussian does not need this restriction.

**Q.** Then is the true affinity of N$_2$ zero, and its hardness simply $I$?

**A.** By the ground-state definition, yes, if no anion is bound. But then $\eta$ says nothing about how the molecule accepts an electron. The negative number you want belongs to a temporary anion: an electron held for a while behind a barrier, at a positive energy $E_r$ above the neutral. One sets $A=-E_r$. This is a resonance, not a minimum of the energy, so minimization does not look for it.

**Q.** Why, then, does a small basis give a reasonable-looking value?

**A.** A model shows how that can happen. The $\pi^*$ orbital of N$_2$ is even under inversion and has one unit of angular momentum about the axis, so its lowest partial wave is $l=2$. Put one electron with $l=2$ in a square well of radius 3 bohr and depth 1.05. The centrifugal term $l(l+1)/2r^2$ supplies the barrier. Requiring a purely outgoing wave outside the well gives a complex energy $E_r-i\Gamma/2$, with $E_r=0.0398$ and $\Gamma=0.0048$.

Now enclose the system in a hard box of radius $R$ and look at the lowest level. The values below come from finite differences and are good to about 0.0002.

| $R$ (bohr) | Lowest level | Weight in well |
|---|---|---|
| 7.98 | 0.0466 | 0.59 |
| 16.02 | 0.0390 | 0.45 |
| 31.98 | 0.0162 | 0.002 |
| 127.98 | 0.0010 | 0.000 |

In the boxes of 8 and 16 bohr a free wave would cost more than $E_r$, and the lowest level lies near the resonance. A much tighter box squeezes the state and pushes the level far above it, to 0.086 at 5 bohr. In a large box the lowest state is a nearly free wave $j_2(kr)$ outside the well. It must vanish at the wall, so $kR=x$, with $x$ the first positive zero of $j_2$, and the energy is $x^2/2R^2$. The resonance has not disappeared: in a box of 300 bohr the 26th and 27th levels, at about 0.039 and 0.041, have the largest weights in the well, and both lie within $\Gamma$ of $E_r$.

A compact basis acts like the small box. It does not follow that your cc-pVDZ value is accurate, since nothing in that calculation fixes the size of the "box" correctly.

**Q.** I usually work with PBE rather than Hartree-Fock. Is the limit zero there too?

**A.** Not necessarily; it can lie above zero. A semilocal functional may bind a fraction $q$ of an electron even when it does not bind a whole one. Put the added electron in

$$\phi=\sqrt q\,u+\sqrt{1-q}\,d,$$

with $u$ compact and $d$ very diffuse. The density is $q|u|^2+(1-q)|d|^2$ plus a cross term, which vanishes as $d$ spreads because $d$ becomes small wherever $u$ is large. The kinetic energy of the diffuse part scales as $\alpha$, and its Coulomb and exchange energies as $\sqrt\alpha$; its correlation energy vanishes too as the density thins out. What remains is $E_{N+q}$, so the limiting affinity obeys

$$A\ge E_N-E_{N+q}\qquad(0\le q\le1).$$

For N$_2$ with PBE in cc-pVDZ, $E_N-E_{N+0.2}=0.0030$, which is positive. The fraction was shared equally by the two $\pi^*$ orbitals; a complex $u=(\pi^*_x+i\pi^*_y)/\sqrt2$ has that same density and kinetic energy. So the PBE affinity should drift past zero to a small positive value. The 0.003 is not the limit; it is a lower bound only for cc-pVDZ plus very diffuse functions, since in a better basis $E_N$ and $E_{N+q}$ both change. For small enough $q$ the positive sign survives as long as the PBE LUMO energy is negative, because that energy is the initial slope of $E_{N+q}$, as shown below. This spurious binding is an error of the functional, and no better an affinity.

**Q.** Can I get the temporary-anion value without computing the anion?

**A.** Approximately, from the neutral's orbital energies and $I$. We first need to know what the orbital energies of a semilocal functional mean. Let the orbitals have occupations $n_i$:

$$E=\sum_i n_i\langle\phi_i|-\tfrac12\nabla^2|\phi_i\rangle+G[\rho],\qquad \rho=\sum_i n_i|\phi_i|^2,$$

where $G$ collects the external, Hartree and exchange-correlation energies. The Kohn-Sham operator is $\hat h=-\frac12\nabla^2+\delta G/\delta\rho$, with $\hat h\phi_i=\varepsilon_i\phi_i$. Change one occupation $n_k$. The explicit change of $E$ is $\langle\phi_k|\hat h|\phi_k\rangle\,dn_k=\varepsilon_k\,dn_k$. The orbitals change as well, but they contribute

$$\sum_i n_i\left(\langle\delta\phi_i|\hat h|\phi_i\rangle+\langle\phi_i|\hat h|\delta\phi_i\rangle\right)=\sum_i n_i\varepsilon_i\,\delta\langle\phi_i|\phi_i\rangle=0,$$

because they stay normalized. So $\partial E/\partial n_k=\varepsilon_k$, which is Janak's theorem. The slope of $E$ just below $N$ is $\varepsilon_{\rm HOMO}$, and just above $N$ it is $\varepsilon_{\rm LUMO}$.

**Q.** Those are slopes. I need whole electrons.

**A.** Then we need the curvature. For the exact functional $E$ is a straight line between integers, but for a semilocal one it bends upwards here. Approximate each side by a parabola, with curvatures $c_-$ and $c_+$:

$$E_{N-x}=E_N-\varepsilon_{\rm HOMO}\,x+\tfrac12c_-x^2,\qquad E_{N+x}=E_N+\varepsilon_{\rm LUMO}\,x+\tfrac12c_+x^2 .$$

On the second branch the added charge is kept in the compact LUMO, so that $x=1$ stands for the temporary anion and not for an escaped electron. Treating a resonance this way is a modelling assumption. At $x=1$ the left sides are $E_N+I$ and $E_N-A$, so

$$I=-\varepsilon_{\rm HOMO}+\tfrac12c_-,\qquad -A=\varepsilon_{\rm LUMO}+\tfrac12c_+ .$$

Whether or not the curves are parabolas, define the shifts

$$J_-=I+\varepsilon_{\rm HOMO},\qquad J_+=-\varepsilon_{\rm LUMO}-A ,$$

which for parabolas are the half-curvatures. Subtract the first from the second and solve for $A$:

$$J_+-J_-=-\varepsilon_{\rm LUMO}-A-I-\varepsilon_{\rm HOMO},$$

$$A=-(\varepsilon_{\rm LUMO}+\varepsilon_{\rm HOMO})-I-(J_+-J_-).$$

If the two shifts are equal, the last bracket drops out. This gives the Tozer-De Proft estimate

$$A\approx-(\varepsilon_{\rm LUMO}+\varepsilon_{\rm HOMO})-I,$$

$$\eta=I-A\approx\varepsilon_{\rm LUMO}+\varepsilon_{\rm HOMO}+2I .$$

The estimated $A$ exceeds the true one by $J_+-J_-$, where "true" means the value that the same functional would give for the compact anion.

**Q.** I have heard this explained with the derivative discontinuity. Is that a different argument?

**A.** It is another reading of the equal shifts. In exact Kohn-Sham theory the potential in the molecule jumps up by a constant $\Delta_{\rm xc}$ as $N$ passes the integer. Just below it $\varepsilon_{\rm HOMO}=-I$; just above it the LUMO lies at $-A$, hence just below at $-A-\Delta_{\rm xc}$. A semilocal potential cannot jump. Suppose that it lies midway, $\Delta_{\rm xc}/2$ above the lower one. Then

$$\varepsilon_{\rm HOMO}=-I+\tfrac12\Delta_{\rm xc},\qquad \varepsilon_{\rm LUMO}=-A-\tfrac12\Delta_{\rm xc},$$

so $J_-=J_+=\Delta_{\rm xc}/2$. The hardness is the orbital gap plus the missing jump:

$$\eta=(\varepsilon_{\rm LUMO}-\varepsilon_{\rm HOMO})+2(I+\varepsilon_{\rm HOMO}),$$

which is the same formula. For an unbound anion, $A$ again has to mean the temporary-anion value.

**Q.** What does it give for N$_2$, and does it survive diffuse functions?

**A.** With PBE in the most diffuse basis, $\varepsilon_{\rm HOMO}=-0.3763$, $\varepsilon_{\rm LUMO}=-0.0724$ and $I=0.5653$. Thus

$$A\approx0.0724+0.3763-0.5653=-0.1166,$$

$$\eta\approx-0.0724-0.3763+2(0.5653)=0.6819,$$

or $-3.2$ eV and 18.6 eV. Going from aug-cc-pVDZ to this basis changes the estimated $A$ by 0.00002, while the Hartree-Fock anion route moves by 0.10. The step from cc-pVDZ to aug-cc-pVDZ does matter: it changes the estimate from $-0.148$ to $-0.117$, because $\varepsilon_{\rm LUMO}$ and $\varepsilon_{\rm HOMO}$ each fall by 0.019 while $I$ rises by 0.007. The basis must be large enough to converge all three, and adding diffuse functions alone does not test that.

The stability has a simple cause. The PBE LUMO has a negative energy, so it is a bound state of the neutral's potential, with a tail that decays as $e^{-\kappa r}$, $\kappa=\sqrt{2|\varepsilon_{\rm LUMO}|}$. Functions reaching far beyond that tail have nothing to add, and nearly free states lie above the LUMO, not below it.

**Q.** How good is the assumption of equal shifts?

**A.** For N$_2$ itself, fractional-occupation PBE runs in cc-pVDZ give half-curvatures of 0.201 below $N$ and 0.191 above, with the added charge again shared by both $\pi^*$ orbitals. The shift $J_-$ is 0.201 as well, so the parabola works on the removal side.

A sharper check needs a system whose affinity is well defined. NO$^+$ has the same number of electrons as N$_2$, and it binds another one strongly. At 1.06 Å, PBE in aug-cc-pVDZ gives $A=0.327$ from total energies and 0.312 from the estimate, an error of $-0.015$, or $-0.4$ eV. The third digit depends on the basis and grid; cc-pVTZ with a finer grid gives an error of $-0.012$. Using $-\varepsilon_{\rm LUMO}=0.534$ as the affinity would be wrong by 0.207. The two large shifts, $J_-=0.221$ and $J_+=0.207$, mostly cancel.

These errors are relative to PBE total energies, not to experiment. Electron scattering puts the N$_2$ resonance at very roughly 2 eV, so the estimate of $-3.2$ eV appears too negative by about 1 eV. I would not rely on its absolute value.

**Q.** When should I not use it at all?

**A.** There are two warning signs. The first is a HOMO and a LUMO of very different size. If charge $x$ enters a fixed orbital $u$, the Hartree energy contributes to the curvature

$$\iint\frac{|u(\mathbf r)|^2|u(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',$$

which scales as the inverse of the orbital's size. Exchange-correlation and relaxation reduce it, but a compact orbital can still be expected to have the larger shift. In Na$^+$ the HOMO is the compact 2p shell and the LUMO the extended 3s orbital. PBE in def2-TZVP gives $J_-=0.409$ but $J_+=0.062$. The estimate is $A=-0.151$, while total energies give $+0.196$: even the sign is wrong.

The second is a LUMO that is not bound in the neutral. For helium the PBE LUMO falls from 0.094 in aug-cc-pVDZ to below 0.001 when two diffuse s functions (exponents 0.01 and 0.001) are added. That is the old drift again, now in an orbital energy. With $\varepsilon_{\rm LUMO}\to0$ the formula returns $A\to-\varepsilon_{\rm HOMO}-I=-J_-$, a steady number that contains the shift of the HOMO and no information about an acceptor orbital.

So look at the sign of $\varepsilon_{\rm LUMO}$, repeat the calculation with one more diffuse shell, and compare the extents of the two orbitals. The numerical check tests the sign of the LUMO energy and the effect of diffuse functions for N$_2$ and He. For NO$^+$ and Na$^+$ it computes the two shifts in a single basis, and it does not compute orbital extents.

## Values computed for the example and the checks

```
Well: radius 3.0 bohr, depth 1.05 hartree, l = 2
Resonance energy 0.03981, width 0.00476 hartree
Box radius/bohr, lowest level, free floor (hartree), inner weight
     7.98 0.04658 0.26059 0.5886
    16.02 0.03897 0.06474 0.4523
    31.98 0.01616 0.01624 0.0017
    64.02 0.00405 0.00405 0.0000
   127.98 0.00101 0.00101 0.0000
Box 300.0 bohr: level 26 has the largest inner weight,
  energy 0.03890 hartree; lowest level 0.000185 hartree
N2, bond 1.10 angstrom, Hartree-Fock (hartree):
  basis, A, HF eps_LUMO, kinetic floor t_min
  cc-pVDZ              -0.13763 0.17443 0.25523
  aug-cc-pVDZ          -0.10351 0.10383 0.07035
  aug + p(0.01)        -0.02436 0.02437 0.02328
  aug + p(0.01,0.001)  -0.00248 0.00248 0.00248
  A: first -3.75 eV, last -0.067 eV
N2, PBE (hartree): basis, eps_HOMO, eps_LUMO, I, estimated A, eta
  cc-pVDZ              -0.35714 -0.05307 0.55790 -0.14769 0.70559
  aug-cc-pVDZ          -0.37628 -0.07235 0.56527 -0.11664 0.68191
  aug + p(0.01,0.001)  -0.37629 -0.07235 0.56526 -0.11662 0.68187
  Last basis: A = -3.17 eV, eta = 18.55 eV
N2, PBE, cc-pVDZ, fractional electrons (hartree):
  slope below N -0.35713, eps_HOMO -0.35714
  slope above N -0.05305, eps_LUMO -0.05307
  half-curvature below 0.2009, above 0.1911
  J_minus = I + eps_HOMO = 0.2008
  E(N) - E(N+0.2) = 0.00298
PBE cations (hartree): eps_HOMO, eps_LUMO, I, A, estimated A
  NO+ -0.8500 -0.5337 1.0714 0.3270 0.3124
    J_minus 0.2214, J_plus 0.2068, error of A -0.0146
  Na+ -1.3364 -0.2582 1.7451 0.1963 -0.1505
    J_minus 0.4087, J_plus 0.0619, error of A -0.3468
He, PBE eps_LUMO: aug-cc-pVDZ 0.09373 hartree,
  with s(0.01,0.001) added 0.00077 hartree
```
